Current Exponent of Electromigration Lifetime in a Self-Heated Line

A metal line carries a steady current density j. Electrons push metal atoms downstream until a void forms and the line fails. Lifetimes are measured at high current and carried down to service current with a power law, whose exponent is read from a plot of ln t against ln j. The current also heats the line, and this problem asks what the plot then shows.

The lifetime t is taken to follow Black's law with an inverse-square current dependence,

t = A j⁻² exp(Ea/kT),

where T is the absolute temperature of the metal, Ea the activation energy and k Boltzmann's constant. A and Ea are constants until part (f). The surroundings stay at T₀, and the self-heating is ΔT = T − T₀ (dT in the numerical output). The apparent current exponent is the local slope at fixed T₀,

n = −(∂ ln t/∂ ln j) at fixed T₀.

The example has Ea = 0.90 eV, so Ea/k = 10444 K, and T₀ = 573 K. The line is 1000 nm wide, 300 nm high and 200 μm long.

**(a) Where does the inverse square come from, and when does it fail at constant temperature?**

Let x run along the line from the end where the electrons enter, and let s be the tensile stress that builds up, measured from its initial value. Two forces act on an atom along +x. The electron wind gives Zeρj, with Z the magnitude of the effective charge number, e the elementary charge and ρ the resistivity. Tension lowers the chemical potential by Ωs, with Ω the atomic volume, so a stress gradient gives the force Ω ∂s/∂x. With 1/Ω atoms per volume and mobility D/kT, the atom flux is

J = (D/ΩkT)(Ω ∂s/∂x + Zeρj) = (D/kT)(∂s/∂x + G), G = Zeρj/Ω.

Where the flux diverges, atoms are lost at the rate ∂J/∂x per volume. In a confined line with effective modulus B, each lost atom per volume raises the tension by BΩ. Hence

∂s/∂t = BΩ ∂J/∂x = K ∂/∂x(∂s/∂x + G), K = DBΩ/kT.

A diffusion barrier blocks the end x = 0, so ∂s/∂x + G = 0 there. First let the line be very long. The quantity q = ∂s/∂x + G obeys ∂q/∂t = K ∂²q/∂x², starts at G everywhere and is held at zero at x = 0. The solution is q = G erf(x/2√(Kt)), so

∂s/∂x = q − G = −G erfc(x/2√(Kt)).

The stress vanishes far away. Integrating from the end to infinity, with ∫₀^∞ erfc(u) du = 1/√π, gives

s(0,t) = G · 2√(Kt) · (1/√π) = 2G√(Kt/π).

A void nucleates when this reaches a critical value s_c. Squaring and solving for the time,

t = π s_c²/(4KG²).

Since G ∝ j, the time goes as j⁻². Since K contains D = D₀ exp(−Ea/kT), it also carries exp(Ea/kT). This is the assumed law, apart from weaker temperature factors that are taken up in part (f).

A line of finite length L, blocked at both ends, can stop short of failure. No atoms leave it, so the integral of s over the line stays zero. The final state has no flux, so s = G(L/2 − x), and the end stress cannot exceed GL/2. Failure therefore needs GL/2 > s_c, or j > j_c with

j_c = 2s_cΩ/(ZeρL).

With the rough values s_c = 300 MPa, Ω = 0.0118 nm³, Z = 1 and ρ = 4.0 μΩ cm, this is 0.55 MA/cm².

Close above the threshold the exponent is larger than two. On 0 < x < L the final profile has the series

G(L/2 − x) = (4GL/π²) Σ cos(mπx/L)/m², m = 1, 3, 5, …

Starting from zero stress, each term is approached at the rate m²π²K/L². At late times the first term alone is still incomplete, and the end stress is

s(0,t) ≈ (GL/2)[1 − (8/π²) exp(−π²Kt/L²)].

Put r = j_c/j = 2s_c/(GL). Setting s(0,t) = s_c gives

π²Kt/L² = ln{8/[π²(1 − r)]}.

Because r ∝ 1/j, the isothermal exponent is d ln t/d ln r:

n_iso = r/[(1 − r) ln{8/(π²(1 − r))}].

At r = 0.8 this is 0.8/(0.2 × 1.399) = 2.86, and the solution of the full stress equation gives 2.858. The same solution gives 2.000 at 2 MA/cm², where r = 0.28, and 2.06 at 1 MA/cm², where r = 0.55. At that lowest current the excess from back-stress is larger than the excess from heating listed in part (d), which keeps the pure inverse square. The inverse square is thus a good law for nucleation well above threshold. Because j_c grows as 1/L, a moderately shorter line can spoil it at 1 MA/cm²: at a length of 138 μm r is already 0.8, and below 110 μm no void nucleates at that current.

**(b) How does the line temperature depend on current?**

The current is jwh for width w and height h, and the resistance per length is ρ/(wh). The heat released per length is

P = (jwh)² ρ/(wh) = ρj²wh.

In the steady state, far from the ends, this heat crosses the dielectric to the substrate. Heat conduction is linear, so the rise is P times a thermal resistance per length R:

ΔT = RP = c j², c = ρwhR.

This is proportional to j² as long as ρ and R do not change with temperature. With R = 0.25 K m/W,

c = 4.0×10⁻⁸ Ω m × 3.0×10⁻¹³ m² × 0.25 K m/W = 3.0×10⁻²¹ K m⁴/A².

One MA/cm² is 10¹⁰ A/m², so c = 0.30 K/(MA/cm²)². At 10 MA/cm² the line releases 120 W/m and warms by 30 K.

The value of R can be compared with the geometry. Let the line lie in oxide of conductivity 1.4 W/(m K), with 1000 nm of oxide below it and 1000 nm above, the substrate at T₀ and no heat leaving through the top. A two-dimensional solution of the heat equation gives R = 0.233 K m/W, which is 7% below the assumed round value. The conductivity used is a room-temperature value, and R is inversely proportional to it: an oxide conducting 1.7 W/(m K) at the test temperature would give R = 0.19 K m/W.

**(c) Find the apparent exponent.**

Take the logarithm of the lifetime:

ln t = ln A − 2 ln j + Ea/(kT).

Differentiate with respect to ln j at fixed T₀. The last term changes because T does:

∂ ln t/∂ ln j = −2 − [Ea/(kT²)] ∂T/∂ ln j.

From T = T₀ + cj² and ∂/∂ ln j = j ∂/∂j,

∂T/∂ ln j = j · 2cj = 2cj² = 2ΔT.

Reversing the overall sign gives

n = 2 + 2Ea ΔT/(kT²).

The first 2 belongs to the electromigration law. The second comes from the square in the heating law. If the lifetime went as j⁻ᵖ, the first 2 would become p and the second would stay. Both contributions are positive, since more current pushes harder and also speeds diffusion.

The temperature in the denominator is that of the heated metal. At 10 MA/cm²,

n = 2 + 2 × 10444 × 30/603² = 2 + 1.723 = 3.723.

Putting the ambient 573 K in the denominator would give 3.909.

What is held fixed matters. If the surroundings are cooled at each current so that T itself stays the same, then ∂T/∂ ln j = 0 and the slope is 2. The same end is reached by computation: measure T for each line, and multiply its lifetime by exp[(Ea/k)(1/T_ref − 1/T)]. Within Black's law this refers all the lifetimes to one metal temperature T_ref, and their slope is then 2.

**(d) What happens if the slope found at high current is used to predict life at low current?**

The values in the example are:

j = 1 MA/cm²: ΔT = 0.30 K, n = 2.019
j = 2 MA/cm²: ΔT = 1.20 K, n = 2.076
j = 5 MA/cm²: ΔT = 7.50 K, n = 2.465
j = 10 MA/cm²: ΔT = 30.0 K, n = 3.723

The slope changes with current, so the lifetime is not a power law at fixed ambient. Between two currents j₁ < j₂, define a two-point exponent

n₁₂ = ln(t₁/t₂)/ln(j₂/j₁).

Inserting the lifetimes, t₁/t₂ = (j₂/j₁)² exp[(Ea/k)(1/T₁ − 1/T₂)], so

n₁₂ = 2 + (Ea/k)(1/T₁ − 1/T₂)/ln(j₂/j₁).

Since n is minus the slope of ln t, its integral over ln j from j₁ to j₂ is ln(t₁/t₂). Hence n₁₂ is the average of n over that interval of ln j.

From 1 to 10 MA/cm² the temperatures are 573.3 K and 603 K, and

n₁₂ = 2 + 10444 × (1/573.3 − 1/603)/2.303 = 2.390.

The true lifetime ratio in the model is 10^2.390 = 245. Extrapolating with the local slope at 10 MA/cm² gives 10^3.723, or about 5300. The predicted life at 1 MA/cm² is too long by a factor of 21.6, with the ambient temperature the same throughout.

The direction of this error follows from the formula. The excess n − 2 is proportional to ΔT/(T₀ + ΔT)², and

d/dΔT [ΔT/(T₀ + ΔT)²] = (T₀ − ΔT)/(T₀ + ΔT)³.

This is positive for ΔT < T₀. In that range n rises with current, the average over lower currents is below the slope at the top, and the extrapolated life is too long.

**(e) Examine weak and strong heating, and find the activation energy that the same data would show.**

For ΔT much less than T₀, replace T by T₀ in the denominator:

n ≈ 2 + 2Ea c j²/(kT₀²).

The excess starts as the square of the current. Its natural scale is the temperature rise kT₀²/(2Ea) = 573²/(2 × 10444) = 15.7 K, which adds about one to the exponent. This is small compared with T₀ because Ea is much larger than kT₀. To keep the excess below 0.1 under these conditions, the heating must stay below about 1.6 K, which means a current density below about 2.3 MA/cm².

For strong heating, the derivative in part (d) vanishes at ΔT = T₀, where T = 2T₀ and

n_max = 2 + 2Ea T₀/(4kT₀²) = 2 + Ea/(2kT₀) = 11.1.

Beyond this the formula falls back towards 2. The excess is the product (Ea/kT)(2ΔT/T): the second factor levels off at 2, while the first keeps falling as 1/T. The maximum is a property of the formula and not a prediction for a line: it lies at 43.7 MA/cm² and 1146 K, where constant resistivity is a poor assumption, as part (f) shows.

Heating also distorts the activation energy if lifetimes at one current are plotted against 1/(kT₀). The apparent value is

Ea,app = ∂ ln t/∂(1/kT₀) at fixed j = Ea ∂(1/kT)/∂(1/kT₀).

At fixed j and constant c the rise ΔT is fixed, so dT = dT₀. Also d(1/kT) = −dT/(kT²) and d(1/kT₀) = −dT₀/(kT₀²). The ratio gives

Ea,app = Ea (T₀/T)².

At 10 MA/cm² this is 0.90 × (573/603)² = 0.813 eV. If the resistivity rises with temperature as in part (f), the rise grows with T₀, dT/dT₀ = 1/(1 − αcj²) = 1.054, and the value is 0.90 × (573/604.6)² × 1.054 = 0.852 eV, so the shortfall is about halved. An uncorrected data set thus shows too large a current exponent and too small an activation energy.

**(f) Include the temperature dependence of the resistivity and of the lifetime prefactor.**

Let the resistivity be ρ(1 + αΔT), with ρ its value at T₀ and α = 0.0017 K⁻¹. The heating law becomes

ΔT = cj²(1 + αΔT), so ΔT = cj²/(1 − αcj²).

The rise diverges at j = 1/√(αc) = 44.3 MA/cm²: hotter metal releases more heat, and no steady state remains. This current is formal too, since the line would reach the melting point of copper, 1358 K, near 33.5 MA/cm². With this heating law and the values used here, the maximum of part (e) disappears and the exponent keeps rising with current.

To find the new slope, take the logarithm of the first form and differentiate. With Y = ∂ΔT/∂ ln j,

Y/ΔT = 2 + αY/(1 + αΔT).

Collecting the terms in Y,

Y [1/ΔT − α/(1 + αΔT)] = Y/[ΔT(1 + αΔT)] = 2,

so Y = 2ΔT(1 + αΔT).

The nucleation time of part (a) has further temperature factors. K contains 1/T, which puts a factor T in t. G contains ρ, which puts (1 + αΔT)⁻² in t. The stress still needed for nucleation also changes: a confined metal line under thermal tension relaxes on warming, so the gap widens as s_c = s₀ + bΔT. Here s₀ = 300 MPa and b = 1.0 MPa/K, both rough. With Z, B and D₀ held constant,

ln t = const − 2 ln j + Ea/(kT) + ln T + 2 ln(s₀ + bΔT) − 2 ln(1 + αΔT).

Every temperature term depends on j through ΔT, so each derivative carries the factor Y:

n = 2 + Y [Ea/(kT²) − 1/T − 2b/(s₀ + bΔT) + 2α/(1 + αΔT)].

At 10 MA/cm², ΔT = 30/(1 − 0.051) = 31.6 K and Y = 2 × 31.6 × 1.054 = 66.6 K. The contributions are:

resistivity in the heating alone: n = 3.903
factor T: −0.110
thermal stress: −0.402
resistivity in the wind force: +0.215

The total is 3.606, against 3.723 from the simple formula. The closeness comes from partial cancellation. The thermal-stress term is the largest of the three prefactor shifts and rests on the least certain parameters, so agreement to 0.1 should not be expected in other cases.

**(g) What changes if the void forms near a cooled end?**

Wide metal or a good thermal contact at the end of the line can hold it near T₀. Let y(x) be the local temperature rise and κ the conductivity of the metal. Heat flowing along the line, heat lost to the substrate and heat released must balance:

κwh d²y/dx² − y/R + P = 0.

Far from the end y = RP = cj². With y(0) = 0 the solution is

y = cj²[1 − exp(−x/λ)], λ = √(κwhR).

Substitution confirms this: the exponential term gives −κwh cj²/λ² + cj²/R = 0. For κ = 350 W/(m K), λ = 5.1 μm. This is much less than the line length, so most of the line has the full rise.

The local rise is still proportional to j², so the formula of part (c) holds for a lifetime governed by the temperature at one point. One healing length from the end, at 10 MA/cm², the rise is 19.0 K and n = 3.13. At the cold end itself, n = 2.

Nucleation at a blocked end is not governed by one point, however. From part (a), the stress has spread by the failure time over a distance

√(Kt) = (√π/2)(s_c/G) = (√π/4) L j_c/j.

At 10 MA/cm² this is 0.443 × 200 μm × 0.055 = 4.9 μm, nearly the same as λ. The void therefore samples the region in which the temperature is rising, and the temperature gradient itself makes the atom flux diverge. A reliable exponent would need the stress equation with a position-dependent K. A value between 2 and 3.7 is plausible, but this is a conjecture.

**(h) How does the model compare with real copper interconnects?**

The parameters are rough values for a wide copper damascene line with a tantalum-type barrier in oxide, except that the critical stress is on the high side. With it the threshold product j_cL is about 11000 A/cm, whereas values measured for copper are typically a few thousand A/cm. A smaller s_c would lower j_c, shorten the distance over which the stress spreads in part (g), and enlarge the thermal-stress term in part (f). The importance of heating depends strongly on the test current: in the example the excess n − 2 is 0.08 at 2 MA/cm², 0.46 at 5 MA/cm² and 1.72 at 10 MA/cm². Advanced lines are far narrower, and their dielectrics often conduct heat less well, so c must be found anew for each structure. With the calculated R of part (b) in place of the round value, the rise at 10 MA/cm² is 27.9 K and n = 3.61. Current in the barrier can be neglected here: for 5 nm of barrier at 200 μΩ cm on the bottom and both sides, it is 0.05% of the current in the copper.

The inverse square itself can also fail. If a void is already present and life is spent enlarging it, the growth rate is proportional to the atom flux. With negligible back-stress the flux is proportional to j, so the time goes as 1/j. By part (c) the apparent exponent then starts from 1, and at 10 MA/cm² it is 1 + 1.72 = 2.72. A measured slope near 2 can therefore mean nucleation with little heating, or growth with appreciable heating. With ΔT obtained from the line's resistance, and Ea from lifetimes at fixed current plotted against 1/(kT) with T the metal temperature, the thermal term Y Ea/(kT²) can be calculated and subtracted. Here Ea is the fitted slope, which absorbs the prefactors of part (f), and Y = 2ΔT(1 + αΔT). Using 2ΔT for Y would leave 2.08 instead of 2 for the lifetime of part (f) at 10 MA/cm². This separates the two cases if the current is well above threshold and back-stress is small. Otherwise growth against back-stress can also leave a corrected slope near 2.

Values computed for the example and the checks

```
Activation energy: 0.90 eV; ambient: 573 K
Boltzmann constant: 8.617333e-05 eV/K; Ea/k: 10444.1 K
Line width, height: 1000, 300 nm
Oxide below, above: 1000, 1000 nm
Line length: 200 um
Resistivity at ambient: 4.00 uohm cm
Assumed thermal resistance per length: 0.250 K m/W
Oxide, metal conductivity: 1.4, 350 W/(m K)
Heating coefficient c: 0.300 K/(MA/cm2)^2
j=1 MA/cm2: dT=0.30 K, T=573.30 K, n=2.019, numerical n=2.019
j=2 MA/cm2: dT=1.20 K, T=574.20 K, n=2.076, numerical n=2.076
j=5 MA/cm2: dT=7.50 K, T=580.50 K, n=2.465, numerical n=2.465
j=10 MA/cm2: dT=30.00 K, T=603.00 K, n=3.723, numerical n=3.723
Power per length at 10 MA/cm2: 120.0 W/m
n at 10 MA/cm2 if ambient T is misused: 3.909
Two-point exponent, 1 to 10 MA/cm2: 2.390
True lifetime ratio t(1)/t(10): 245.3
Ratio extrapolated with n at 10: 5289
Lifetime overestimate factor: 21.6
Ea read against ambient at 10 MA/cm2: 0.813 eV
Formal maximum n: 11.11 at 43.7 MA/cm2, T=1146 K
2D shape factor, 50 and 25 nm grids: 3.081, 3.073
2D thermal resistance per length: 0.232 K m/W
dT, n at 10 MA/cm2 with 2D resistance: 27.9 K, 3.61
Resistivity slope: 0.0017 1/K
dT at 10 MA/cm2 with resistivity rise: 31.61 K
n with resistivity rise in heating only: 3.903
Shift of n from lifetime factor T: -0.110
Stress gap at ambient: 300 MPa; slope: 1.0 MPa/K
Shift of n from thermal stress: -0.402
Shift of n from resistivity in wind force: +0.215
n at 10 MA/cm2 with these four effects: 3.606
Thermal runaway current density: 44.3 MA/cm2
Atomic volume: 0.0118 nm3; effective charge: 1.0
Threshold current density: 0.552 MA/cm2
Isothermal stress exponent at 2 MA/cm2: 2.000
Isothermal stress exponent at threshold/j=0.8: 2.859
Thermal healing length: 5.12 um
dT, n one healing length from cold end, 10 MA/cm2: 18.96 K, 3.130
Barrier thickness: 5 nm; resistivity: 200 uohm cm
Barrier/metal current ratio: 0.053 percent
```
